Why a 1s³ Product Falls Below the Lithium Ground Level

**Q:** I think I have broken the variational principle. Any normalized trial function should give a mean energy at or above the ground level. I put all three electrons of lithium into one 1s orbital, optimized its exponent and got about −8.46 hartree. The nonrelativistic ground level is near −7.478 hartree. Either the principle fails or I have miscounted the repulsion.

**A:** Let us check the count first. In hartree atomic units, with a fixed point nucleus of charge Z and no relativity,

H = h₁ + h₂ + h₃ + 1/r₁₂ + 1/r₁₃ + 1/r₂₃, h = −½∇² − Z/r.

Your orbital is φ = (ζ³/π)^½ e^(−ζr). Differentiating it gives

−½∇²φ = (−ζ²/2 + ζ/r)φ.

The mean of 1/r is 4ζ³∫₀^∞ r e^(−2ζr) dr = ζ. The kinetic energy is therefore −ζ²/2 + ζ² = ζ²/2, and the nuclear attraction is −Zζ.

For the repulsion, the density φ² produces the potential

V(r) = 1/r − e^(−2ζr)(1/r + ζ).

This is the charge inside r divided by r, plus the contribution of the shells outside. Averaging V over the second electron's density gives

⟨1/r₁₂⟩ = ζ − 4ζ³∫₀^∞ (r + ζr²) e^(−4ζr) dr
= ζ − 4ζ³[1/(16ζ²) + 2ζ/(64ζ³)]
= ζ − ζ/4 − ζ/8 = 5ζ/8.

Three electrons form three pairs, so

E(ζ) = 3(ζ²/2 − Zζ) + 3(5ζ/8) = 3[ζ²/2 − (Z − 5/8)ζ].

Setting dE/dζ = 3[ζ − (Z − 5/8)] to zero gives ζ = Z − 5/8. The second derivative is 3, so this is a minimum, and

E = −(3/2)(Z − 5/8)².

For Z = 3, ζ = 2.375 and E = −1.5 × 5.6406 = −8.461 hartree, or −230.23 eV. Your arithmetic is right.

**Q:** Then the principle fails. My number is 0.983 hartree too low.

**A:** It is too low for lithium, but what does the principle compare it with? Expand a normalized trial function Φ in eigenfunctions of H, with the sum including the continuum:

Φ = Σₖ cₖΨₖ, ⟨H⟩ = Σₖ |cₖ|²Eₖ ≥ (lowest Eₖ with cₖ ≠ 0).

The bound concerns the levels that occur in the expansion. H is unchanged when particles are relabelled, so its eigenfunctions can be sorted by their behaviour under permutations. A trial function of one symmetry class contains eigenfunctions of that class alone.

Your product φ(1)φ(2)φ(3) is unchanged by every permutation of positions. It therefore bounds the lowest totally symmetric level, which is the ground level of three spinless bosons with the charge and mass of electrons. Lithium's ground level is in another class.

**Q:** So the variational principle holds only for antisymmetric functions?

**A:** No, it holds in every class, and your calculation is a valid use of it. Antisymmetry decides which level is being bounded. A trial function for electrons, with spin included, must be antisymmetric when positions and spins are exchanged together.

**Q:** But I left out spin. Could I not multiply by a spin function that supplies the antisymmetry? That works for two electrons in 1s.

**A:** It works for two because their spins have one antisymmetric combination, the singlet (αβ − βα)/√2. For three, your spatial factor is symmetric, so the spin factor would have to change sign under every exchange. Build it from products such as ααβ. There are two spin states and three electrons, so every product repeats a label. Exchanging the two electrons with equal labels leaves the product unchanged, while antisymmetrization requires a change of sign. The result equals its own negative and is zero.

Thus 1s² is a proper trial function for Li⁺. With two electrons and one pair,

E(ζ) = 2(ζ²/2 − Zζ) + 5ζ/8 = ζ² − 2(Z − 5/16)ζ.

The minimum is at ζ = Z − 5/16 = 2.6875, where E = −(Z − 5/16)² = −7.2227 hartree. Configuration interaction in a finite Gaussian basis gives −7.2764 hartree for Li⁺ (functions containing r₁₂ explicitly lower this by 0.0035, to −7.2799). This is itself an upper bound, so the exact level lies at or below it. The simple product lies above it, and therefore above the exact level too.

Particles with three internal states would be different. Three distinct labels do have an antisymmetric combination, so three such fermions could share one spatial orbital.

**Q:** I would like to see this boson level. Does it really lie below −8.461?

**A:** It must, or at most coincide with it, by the principle itself. It can also be computed. Take ten s orbitals and all 10³ = 1000 products for three particles, and diagonalize H with no symmetry imposed. The lowest level in this space is −8.600 hartree, and it is totally symmetric. Your product lies 0.139 hartree above it. Twenty s orbitals move the level by only 0.001, to −8.601. Because s orbitals alone leave out angular correlation, the true boson level is lower still: fifty orbitals of s, p, d and f type give −8.671 hartree.

The same matrix contains the electron states. A spatial function of mixed symmetry, neither totally symmetric nor totally antisymmetric, combines with spin functions of total spin 1/2. The lowest such level is −7.4476 hartree. A separate calculation with determinants in the same ten orbitals gives the same value. Within these s orbitals, the lowest spatially antisymmetric level, which belongs to spin 3/2, is −5.1956 hartree. These digits belong to this basis: twenty s orbitals lower the two levels by 0.001 and 0.009, to −7.4487 and −5.2045 hartree.

**Q:** Those are finite-basis energies, so they are upper bounds themselves. Perhaps a better basis would bring the electron level down to −8.46. How do you exclude that without quoting −7.478?

**A:** We need a lower bound. Split H into pair operators:

H = K₁₂ + K₁₃ + K₂₃, Kᵢⱼ = ½(hᵢ + hⱼ) + 1/rᵢⱼ.

Each electron belongs to two pairs, so the halves restore every h once. Let e_s and e_t be the lowest levels of K for spatially symmetric and antisymmetric pair functions.

Let Pᵢⱼ project the spins of electrons i and j onto their singlet:

Pᵢⱼ = 1/4 − sᵢ·sⱼ.

K contains no spin and commutes with P, so ⟨K⟩ is the sum of a singlet part and a triplet part, without cross terms. Total antisymmetry makes the singlet part symmetric in the two positions and the triplet part antisymmetric. Therefore

⟨Kᵢⱼ⟩ ≥ e_s⟨Pᵢⱼ⟩ + e_t(1 − ⟨Pᵢⱼ⟩).

To add the pairs, use S² = 3(3/4) + 2Σsᵢ·sⱼ, where the sum runs over the three pairs. Then

ΣPᵢⱼ = 3/4 − ½(S² − 9/4) = 15/8 − ½S(S + 1).

For S = 1/2 this is 15/8 − 3/8 = 3/2. For S = 3/2 it is 15/8 − 15/8 = 0. Hence

E(S = 1/2) ≥ (3/2)(e_s + e_t), E(S = 3/2) ≥ 3e_t.

In the largest basis used, e_s = −2.9276 and e_t = −2.3549 hartree. The bounds are approximately

1.5 × (−5.2825) = −7.92 hartree for spin 1/2,
3 × (−2.3549) = −7.06 hartree for spin 3/2.

Your −8.46 lies 0.54 hartree below the first and further below the second. The last digit of each figure depends on the basis.

**Q:** But e_s and e_t also come from finite bases. If they are too high, your lower bound is too high.

**A:** Yes. The inequalities are exact, but the numbers inserted in them are converged only approximately. To remove the 0.54 hartree margin, e_s + e_t would have to fall by another 0.54/1.5 = 0.36 hartree. Adding p functions to the s basis lowered e_s by 0.0384 hartree, and adding one d shell lowered it by a further 0.0024. The corresponding changes in e_t were 0.0011 and less than 0.0001. One d shell does not exhaust the d contribution: four d shells give 0.0034 in place of 0.0024. Pair functions containing r₁₂ explicitly give e_s = −2.9306 and e_t = −2.3553, lower by 0.0030 and 0.0004. The bounds then become −7.93 and −7.07 hartree, and the margin 0.53. This is strong numerical evidence, though not a certified error bound.

For bosons every pair is spatially symmetric, so E ≥ 3e_s, which is −8.78 hartree in the Gaussian basis and −8.79 with the better e_s, with the same reservation. The boson level thus lies between roughly −8.8 and −8.6 hartree.

**Q:** What should I have done for lithium, if I still want one parameter?

**A:** Put the third electron in 2s and use the determinant of 1sα, 1sβ and 2sα. Let both orbitals be hydrogenic with the same ζ, which makes them orthogonal. Such an orbital solves the hydrogen problem with nuclear charge ζ, whose energy is −ζ²/(2n²). By the virial theorem its kinetic energy is ζ²/(2n²), and its mean 1/r is ζ/n². The one-electron terms add to

2(ζ²/2 − Zζ) + (ζ²/8 − Zζ/4) = (9/8)ζ² − (9/4)Zζ.

The repulsion is J(1s,1s) + 2J(1s,2s) − K(1s,2s). There is one exchange integral K because one 1s electron has the same spin as the 2s electron. All three integrals are proportional to ζ, so set ζ = 1.

The radial 2s density is ½(r² − r³ + r⁴/4)e^(−r), with mean 1/r equal to 1/4. Averaging the 1s potential V over it gives

J(1s,2s) = 1/4 − ½∫₀^∞ (r − ¾r³ + ¼r⁴) e^(−3r) dr
= 1/4 − ½(1/9 − 1/18 + 2/81)
= 1/4 − 13/324 = 17/81.

For exchange, the product of the radial functions is p(r) = √2(r² − r³/2)e^(−3r/2). Its integral from 0 to r is (√2/3)r³e^(−3r/2), as differentiation confirms. For s orbitals 1/r₁₂ averages over angles to one over the larger radius, and the two orderings of the radii contribute equally:

K(1s,2s) = 2∫₀^∞ p(r)(√2/3)r² e^(−3r/2) dr
= (4/3)∫₀^∞ (r⁴ − r⁵/2) e^(−3r) dr
= (4/3)(24/243 − 60/729) = 16/729.

The repulsion is therefore Cζ, with

C = 5/8 + 34/81 − 16/729 = 1.022805.

The energy and its stationary condition are

E(ζ) = (9/8)ζ² − (9/4)Zζ + Cζ,
(9/4)ζ − (9/4)Z + C = 0.

So ζ = Z − 4C/9 = 2.5454. The condition also says that (9/4)Z − C = (9/4)ζ, and substitution gives

E = (9/8)ζ² − (9/4)ζ² = −(9/8)ζ² = −7.289 hartree,

or −198.35 eV. This lies above −7.478, as it must. Full configuration interaction in 27 orbitals gives −7.4742 hartree, again an upper bound; 47 orbitals lower it by 0.002, to −7.4764.

**Q:** So the forbidden function gained energy by keeping the third electron out of 2s. Does that matter less in a heavier ion?

**A:** It matters more, both in hartree and as a fraction of the total energy. For three electrons and large Z, the leading energies are −(3/2)Z² for your product and −(9/8)Z² for the determinant. The difference,

(3/2 − 9/8)Z² = (3/8)Z² = Z²/2 − Z²/8,

is the gap between the n = 1 and n = 2 levels of one electron. Repulsion enters at order Z, so it cannot close this gap when Z is large. As a fraction of the determinant's energy, the difference rises from 1.172/7.289 = 0.16 at Z = 3 towards (3/8)/(9/8) = 1/3.

**Q:** Suppose I had not known −7.478. Would anything have warned me?

**A:** The ionization energy would. Subtracting your 1s³ energy from the 1s² energy of Li⁺ gives

−7.2227 − (−8.4609) = 1.238 hartree = 33.70 eV.

The configuration-interaction energies give

−7.2764 − (−7.4742) = 0.198 hartree = 5.38 eV.

A difference of two upper bounds is not itself a bound, so the second figure is an estimate; 47 orbitals move it to 5.39 eV. The test is also a rough one: the legitimate determinant gives −7.2227 − (−7.2891) = 0.066 hartree = 1.81 eV, three times too small, so a wrong ionization energy calls for a check without naming the fault. The first is more than six times as large because it removes an electron from a third place in 1s that electrons do not have. Before comparing a trial energy with a level, check that the trial function has the symmetry of that level. The numerical output below gives the remaining digits.

Values computed for the example and the checks

```
Nuclear charge Z: 3
Input reference level of Li: -7.478 hartree
1s-1s repulsion at zeta=1: 0.625000 hartree
1s^3 product, best zeta: 2.3750 per bohr
1s^3 product, energy: -8.4609 hartree = -230.23 eV
1s^3 energy minus reference: -0.983 hartree
1s^2 product for Li+, best zeta: 2.6875 per bohr
1s^2 product for Li+, energy: -7.2227 hartree
Antisymmetric spin functions, 2 spins: 1
Antisymmetric spin functions, 3 spins: 0
1s-2s Coulomb integral at zeta=1: 0.209877 hartree
1s-2s exchange integral at zeta=1: 0.021948 hartree
Repulsion coefficient C of determinant: 1.022805
1s^2 2s determinant, best zeta: 2.5454 per bohr
1s^2 2s determinant, energy: -7.2891 hartree = -198.35 eV
Number of s orbitals in three-particle test: 10
Dimension of three-particle space: 1000
Lowest level, no symmetry imposed: -8.5998 hartree
Lowest totally symmetric level: -8.5998 hartree
Lowest mixed-symmetry level: -7.4476 hartree
Lowest spatially antisymmetric level: -5.1956 hartree
Determinant CI doublet, same s orbitals: -7.4476 hartree
Singlet-pair weight, total spin 1/2: 1.50
Singlet-pair weight, total spin 3/2: 0.00
Pair levels, s basis: e_s=-2.8868, e_t=-2.3538 hartree
Pair levels, s,p basis: e_s=-2.9252, e_t=-2.3549 hartree
Pair levels, s,p,d basis: e_s=-2.9276, e_t=-2.3549 hartree
Lower bound, electron doublet: -7.92 hartree
Lower bound, electron quartet: -7.06 hartree
Lower bound, bosons: -8.78 hartree
Doublet bound minus 1s^3 energy: 0.54 hartree
Number of orbitals in Li full CI: 27
Full CI energy of Li: -7.4742 hartree = -203.38 eV
Full CI <S^2> of Li: 0.7500 hbar^2
Full CI energy of Li+: -7.2764 hartree
Ionization energy, products: 1.2383 hartree = 33.70 eV
Ionization energy, full CI: 0.1978 hartree = 5.38 eV
```
